# Choosing a Gaussian Form-Factor Fit: Range, Accuracy and Ill-Conditioning

## The setting and the result

Programs that build structure factors from superposed atoms, or compare a computed density with such a superposition, need the X-ray form factor of each atom. One compact way to supply it is an analytic fit,

$$F(s)=\sum_{i=1}^{n}a_i e^{-b_i s^2}+c,\qquad s=\frac{\sin\theta}{\lambda},\tag{1}$$

where $\theta$ is half the scattering angle and $\lambda$ the wavelength. The setting is the choice of parameter set. The Cromer-Mann form has $n=4$ and is taken here with the window $0\le s\le 2$ Å⁻¹. The Waasmaier-Kirfel form has $n=5$ and the window $0\le s\le 6$ Å⁻¹.

Choose the set by the largest $s$ in the calculation. For neon, the four-Gaussian fit is within 0.0012 electrons of the table inside its window, but at 6 Å⁻¹ it is 4.5 times the true value. The five-Gaussian fit on the wider window is 1 % too high there. It fails in its turn further out, because no function of form (1) has the tail of an atomic form factor. In either set the parameters are far less well determined than the curve, so a set must be used whole.

The numbers below are for fits made afresh to a computed neon table, not for published parameters. I call the two fits CM and WK after their forms.

## What is being fitted

For a spherical electron density $\rho(r)$,

$$f(q)=4\pi\int_0^\infty r^2\rho(r)\,\frac{\sin qr}{qr}\,dr,\qquad q=4\pi s.\tag{2}$$

Thus $f(0)=Z$, the electron number of the neutral atom. Equation (2) omits the energy-dependent dispersion corrections, thermal motion and the deformation of the atom by bonding.

The table comes from a non-relativistic restricted Hartree-Fock calculation with a point nucleus. The basis holds 23 s-type Gaussians with exponents $0.1\times2^k$ and 16 p-type sets with exponents $0.06\times2^k$, in inverse square bohr, with $k$ counted from zero. A denser basis changes $f$ by less than $10^{-5}$ electrons up to 6 Å⁻¹. "True" below means this table, not the real atom. Electron correlation shifts $f$ by about 0.03 electrons near $s=0.2$ Å⁻¹, far more than the fit errors quoted below. Relativity raises the hydrogen-like 1s form factor for $Z=10$ by about 1 % at 6 Å⁻¹ and 4 % at 20 Å⁻¹.

In such a basis (2) can be done in closed form. The product of two s functions is proportional to $e^{-pr^2}$, with $p$ the sum of their exponents. Completing the square in each Cartesian direction gives

$$\int e^{-pr^2}e^{i\mathbf q\cdot\mathbf r}d^3r=\left(\frac{\pi}{p}\right)^{3/2}e^{-q^2/4p}.\tag{3}$$

Divided by its value at $q=0$, this is $e^{-q^2/4p}$. The p-p products, averaged over directions, are proportional to $r^2e^{-pr^2}$. Their transform is $-d/dp$ of (3):

$$\left(\frac{\pi}{p}\right)^{3/2}e^{-q^2/4p}\left[\frac{3}{2p}-\frac{q^2}{4p^2}\right]
=\frac{3}{2p}\left(\frac{\pi}{p}\right)^{3/2}\left[1-\frac{q^2}{6p}\right]e^{-q^2/4p}.$$

Each product therefore contributes its density-matrix element times its overlap integral times $e^{-q^2/4p}$ (s-s) or $(1-q^2/6p)e^{-q^2/4p}$ (p-p). There are no s-p terms in a spherical closed-shell atom.

## How the fit is made

Let $f_k$ be the table at the points $s_k$. The fit minimizes $\tfrac12\sum_k r_k^2$ with $r_k=F(s_k)-f_k$. I use 101 equally spaced points on 0 to 2 Å⁻¹ and 121 on 0 to 6 Å⁻¹, all with equal weight.

The parameters are of two kinds. At fixed exponents $b_i$, the function $F$ is linear in $x=(a_1,\dots,a_n,c)$, so $F=Ax$, where the columns of $A$ are the Gaussians and a column of ones. The best $x$ is then a linear least-squares solution with no starting guess. Only the exponents need a nonlinear search, and $\theta_i=\ln b_i$ is the natural variable because it keeps $b_i$ positive. (With an index, $\theta_i$ always means this logarithm.) This elimination of the linear parameters is called variable projection.

The linear step should use a singular-value or orthogonal decomposition of $A$, not the normal equations $A^TAx=A^Tf$. The singular values of $A^TA$ are the squares of those of $A$, so its condition number, the ratio of largest to smallest singular value, is squared too. This is a safeguard for exponents that approach each other during the search. At the final exponents of the fits below, the two methods agree to better than $10^{-12}$ electrons.

Since the search can have several minima, it was begun from 12 random sets of exponents between 0.05 and 50 Å². For both CM and WK, all 12 reached the same lowest sum of squares to within 1 %. The results are:

| CM: $a$ | CM: $b$ (Å²) | WK: $a$ | WK: $b$ (Å²) |
|---|---|---|---|
| 1.4581 | 0.2302 | 0.7130 | 0.0808 |
| 3.1081 | 3.4302 | 1.0359 | 0.2568 |
| 3.9603 | 8.4066 | 2.8731 | 3.2908 |
| 1.1256 | 21.7043 | 4.0882 | 8.0041 |
| | | 1.2490 | 20.9413 |
| $c=0.3469$ | | $c=0.0397$ | |

The $a_i$ and $c$ are in electrons. The last digits belong to this basis and these points. A denser basis moves the CM amplitudes by up to 0.001 electrons, and doubling the number of points moves parameters by up to 0.4 % ($c$ of CM becomes 0.3483). Comparing the columns, WK has three exponents close to the three larger ones of CM. Its extra Gaussian serves the slowly falling part of $f$, where CM has one Gaussian and the constant.

## Why the parameters are ill-conditioned

### Overlapping Gaussians

Consider first the Gaussians alone on $0\le s<\infty$. Since $\int_0^\infty e^{-\beta s^2}ds=\tfrac12\sqrt{\pi/\beta}$, the overlap of two of them, each normalized to unit square integral, is

$$\frac{(b+b')^{-1/2}}{(2b)^{-1/4}(2b')^{-1/4}}
=\left[\frac{2\sqrt{bb'}}{b+b'}\right]^{1/2}
=K(u),\qquad K(u)=\left[\cosh\frac u2\right]^{-1/2},\tag{4}$$

with $u=\ln(b/b')$. The last step divides numerator and denominator by $\sqrt{bb'}$. Only the ratio of the exponents matters.

Now take a long chain of exponents with constant spacing $h$ in $\ln b$. Its overlap matrix has elements $K((j-l)h)$. For an infinite chain the vectors $e^{ij\varphi}$ are eigenvectors, with eigenvalues

$$g(\varphi)=\sum_j K(jh)e^{-ij\varphi}=\frac1h\sum_{m}\hat K\!\left(\frac{\varphi+2\pi m}{h}\right),\qquad \hat K(k)=\int_{-\infty}^{\infty}K(u)e^{-iku}du.\tag{5}$$

The second form holds because both sides have period $2\pi$ and the same Fourier coefficients. For the right side these are

$$\frac1{2\pi h}\int_{-\infty}^{\infty}\hat K\!\left(\frac{\varphi}{h}\right)e^{ij\varphi}d\varphi=\frac1{2\pi}\int_{-\infty}^\infty\hat K(k)e^{ikjh}dk=K(jh),$$

where the sum over $m$ has joined the intervals of length $2\pi$ into the whole line.

To find $\hat K$, write $K(u)=\sqrt2\,e^{u/4}(1+e^u)^{-1/2}$ and set $t=e^u$:

$$\hat K(k)=\sqrt2\int_0^\infty\frac{t^{1/4-ik-1}}{(1+t)^{1/2}}dt
=\sqrt2\,\frac{\Gamma(\tfrac14-ik)\Gamma(\tfrac14+ik)}{\Gamma(\tfrac12)}
=\sqrt{\frac2\pi}\,\left|\Gamma(\tfrac14+ik)\right|^2.\tag{6}$$

The integral is Euler's beta function, and $\Gamma(\tfrac12)=\sqrt\pi$.

The largest eigenvalue is $g(0)$, because all $K(jh)$ are positive. For small $h$ the term $m=0$ dominates it, so $g(0)\approx\hat K(0)/h$. At large $k$, Stirling's formula gives $|\Gamma(\tfrac14+ik)|^2\approx2\pi k^{-1/2}e^{-\pi k}$. The smallest eigenvalue then lies at $\varphi=\pi$, midway between two decaying peaks, where $m=0$ and $m=-1$ contribute equally: $g(\pi)\approx2\hat K(\pi/h)/h$. The condition number $\kappa$ of the set of functions is the square root of the eigenvalue ratio, because the overlap matrix plays the part of $A^TA$:

$$\kappa\approx\left[\frac{\hat K(0)}{2\hat K(\pi/h)}\right]^{1/2}\ \propto\ h^{-1/4}\,e^{\pi^2/2h}.\tag{7}$$

The proportionality is the small-$h$ form. For exponent ratios $e^h=4$, 3 and 2, the bracket gives 44, 119 and 1843. Diagonalizing the overlap matrix of 400 functions gives 44, 119 and 1841. Placing exponents closer together thus makes their amplitudes rapidly harder to tell apart.

### The actual fit

The fit has few Gaussians, a finite window and a constant, so (7) explains the mechanism but does not supply its condition number. In CM, the three larger exponents are in ratios of about 2.5. With all columns scaled to unit length, the matrix $A$ has condition number 32.

Freeing the exponents adds the columns

$$\frac{\partial F}{\partial\theta_i}=-a_ib_is^2e^{-b_is^2}.\tag{8}$$

Such a column is proportional to the limit of the difference between two Gaussians whose exponents merge. It is not nearly parallel to its own Gaussian: on $0\le s<\infty$, with $\beta=2b_i$, the moments $\langle s^2\rangle=1/2\beta$ and $\langle s^4\rangle=3/4\beta^2$ of $e^{-\beta s^2}$ give a normalized overlap of magnitude $\langle s^2\rangle/\langle s^4\rangle^{1/2}=1/\sqrt3$. But freeing the exponents adds $n$ further columns, and adding columns to a matrix can only raise its largest singular value and lower its smallest, so the condition number cannot fall. The condition number for all nine parameters, again with unit columns, is 825. For the eleven parameters of WK on its wider window it is 567. This lower value is due to the window, not to the formula: on the same window a fifth Gaussian raises the condition number, from 825 to about 5800 on 0 to 2 Å⁻¹ and from about 170 to 567 on 0 to 6 Å⁻¹.

### How an error in the table moves the parameters

Let $p$ collect all parameters and let $J$ be the matrix of derivatives $\partial F(s_k)/\partial p_m$. At the minimum $J^Tr=0$. Change the table by a small $\delta f$ and require that this condition still hold. Both $J$ and $r$ depend on $p$, and $r$ also contains $-f$, so to first order

$$\Big[J^TJ+\sum_k r_k\nabla^2F(s_k)\Big]\delta p-J^T\delta f=0
\quad\Rightarrow\quad \delta p=H^{-1}J^T\delta f,\tag{9}$$

where $H$ is the bracket and $\nabla^2F$ the matrix of second derivatives with respect to $p$.

The Gauss-Newton approximation drops the term with $r_k$. This is risky when $J^TJ$ has very small eigenvalues, since even a small residual can then matter. To measure the effect, I rounded the CM table to seven decimals and refitted it by Newton's method. Equation (9) gave the parameter shift with a relative error below $10^{-6}$, while the Gauss-Newton formula was wrong by 18 %, both relative to the length of the shift vector. For this fit the residual term therefore matters; in an ill-conditioned fit the Gauss-Newton estimate of parameter shifts should be checked against the full $H$.

Two further refits show the size of the effect in use.

- **Rounding the table to three decimals.** The smallest exponent moves from 0.2302 to 0.2322 Å², or 0.9 %, and $c$ from 0.3469 to 0.3540 electrons, or 2 %. The fitted curve moves by at most 0.0003 electrons.
- **Forcing one exponent.** Raising $b=8.407$ Å² by 10 % with all else fixed changes the curve by up to 0.139 electrons. If the other parameters are refitted, the change is at most 0.0012 electrons, about 120 times less and about as large as the error of the original fit.

A 10 % rise of this exponent is thus hidden almost completely by the others; for the other three exponents of CM the reduction is smaller, a factor of about 30 to 50. The individual numbers should not be read as shell populations or radii.

## Why the fit fails outside its window

### The true tail

Write (2) as $f=(4\pi/q)\int_0^\infty u\sin qr\,dr$ with $u=r\rho$. Two integrations by parts give

$$\int_0^\infty u\sin qr\,dr=\frac1q\int_0^\infty u'\cos qr\,dr=-\frac1{q^2}\int_0^\infty u''\sin qr\,dr.$$

The boundary terms vanish because $u(0)=0$, $\sin0=0$, and the density decays at large $r$. One more integration gives $\int_0^\infty u''\sin qr\,dr\to u''(0)/q$, as the remaining oscillating integral vanishes faster. Since $u''=2\rho'+r\rho''$, we have $u''(0)=2\rho'(0)$, and

$$f\to-\frac{8\pi\rho'(0)}{q^4}.\tag{10}$$

The slope at the nucleus follows from the orbital equation. In atomic units, an s orbital $\phi$ obeys

$$-\tfrac12\left(\phi''+\frac2r\phi'\right)-\frac Zr\phi+\text{finite terms}=0.$$

The terms in $1/r$ must cancel, so $\phi'(0)=-Z\phi(0)$. The p orbitals contribute to $\rho$ only from order $r^2$. Hence $\rho'(0)=-2Z\rho(0)$ and

$$f\to\frac{16\pi Z\rho(0)}{q^4}.\tag{11}$$

For the neon table, with $\rho(0)=614$ electrons per cubic bohr, $f$ is 0.84 of this limit at $s=10$ Å⁻¹ and 0.96 of it at 20 Å⁻¹. A finite Gaussian basis has no true cusp, so its $\rho(0)$ is somewhat low (here by about 1 %) and it can follow (11) only over a finite range. The very steep s functions are there to make that range long enough.

### The tail of the fit

For $b_i>0$ the Gaussians in (1) die out and $F\to c$. With (11), the relative error is

$$\frac{F}{f}-1\to\frac{c\,q^4}{16\pi Z\rho(0)}-1.\tag{12}$$

If $c\ne0$, its magnitude grows as $s^4$. If $c=0$, the Gaussians fall faster than any power and the relative error tends to $-100$ %. No choice of $n$ avoids both outcomes.

The CM numbers show how the constant comes to be so large. At $s=2$ Å⁻¹ the slowest Gaussian still contributes $1.4581\,e^{-0.2302\times4}=0.5806$ electrons, and the other three are negligible. Adding $c$ gives $0.5806+0.3469=0.9275$, against the true 0.9266. At the edge of the window the constant supplies more than a third of the fitted value, working together with the slowest Gaussian. At $s=6$ Å⁻¹ the same Gaussian has fallen to $1.4581\,e^{-0.2302\times36}=0.0004$. The fit gives 0.347, and the atom gives 0.078.

| $s$ (Å⁻¹) | $f$ | CM | WK |
|---|---|---|---|
| 0 | 10.0000 | 9.9990 | 9.9989 |
| 1 | 1.6074 | 1.6067 | 1.6069 |
| 2 | 0.9266 | 0.9275 | 0.9266 |
| 3 | 0.4871 | 0.5306 | 0.4868 |
| 4 | 0.2520 | 0.3835 | 0.2523 |
| 6 | 0.0778 | 0.3472 | 0.0786 |
| 12 | 0.0068 | 0.3469 | 0.0397 |
| 20 | 0.0010 | 0.3469 | 0.0397 |

All entries are in electrons. CM is 9 % too high at 3 Å⁻¹ and 346 % too high at 6 Å⁻¹. WK is good to 6 Å⁻¹, but at 20 Å⁻¹ it too has become its constant, about 40 times the true value.

### Which change brings the cure

WK differs from CM in two ways, the window and the fifth Gaussian. Fitting all four combinations separates them. The errors are the largest absolute ones, in electrons, on a grid of spacing 0.005 Å⁻¹.

| Gaussians | window (Å⁻¹) | in window | on 2 to 6 Å⁻¹ |
|---|---|---|---|
| 4 | 0–2 | 0.0011 | 0.269 |
| 5 | 0–2 | 0.0001 | 0.187 |
| 4 | 0–6 | 0.0156 | 0.0040 |
| 5 | 0–6 | 0.0015 | 0.0008 |

A fifth Gaussian on the old window improves the fit inside it tenfold and leaves the extrapolation bad. The wider window removes the gross failure between 2 and 6 Å⁻¹ even with four Gaussians, although 0.0040 electrons is still 5 % of $f$ at 6 Å⁻¹. The price is paid at small $s$: the error of 0.0156 must lie below 2 Å⁻¹, since it exceeds the largest error above. The fifth Gaussian brings that error down again. The wider window moves the failure beyond 6 Å⁻¹, and the extra Gaussian keeps the rest accurate.

## Guidance

**Find the largest $s$ first.** Bragg's law $\lambda=2d\sin\theta$ gives $s=1/(2d)$, so 2 Å⁻¹ corresponds to a plane spacing $d=0.25$ Å. Since $\sin\theta\le1$, an experiment with $\lambda\ge0.5$ Å cannot leave the CM window. A calculation can: a reciprocal-lattice vector $\mathbf G$ has $s=|\mathbf G|/4\pi$, and a fine density grid contains large $|\mathbf G|$ whatever the experiment measures.

**Within 2 Å⁻¹, either set serves.** For neon their largest errors there are 0.0011 electrons (CM) and 0.0015 electrons (WK). Between 2 and 6 Å⁻¹, use the five-Gaussian set with the wide window. Beyond 6 Å⁻¹, use the table or (2) directly, or join a non-relativistic table to the tail (11) where it has become accurate. A relativistic table need not approach (11): for a hydrogen-like Dirac 1s density with $Z=50$ and a point nucleus, $d\ln f/d\ln q$ is $-2.3$ at 20 Å⁻¹ and $-3.2$ at 200 Å⁻¹, not $-4$.

**Never mix parameters from different sets.** Their errors compensate only within one fit. For the same reason, do not round them freely. By (8), a relative change $\varepsilon$ of $b_i$ alone changes $F$, to first order, by $-a_i\varepsilon\,xe^{-x}$ with $x=b_is^2$. Its magnitude is at most $a_i\varepsilon/e$, reached at $x=1$. With $a_i\approx4$ electrons, keeping the change below $10^{-4}$ electrons requires $|\varepsilon|<6.8\times10^{-5}$.

**Take care in real space.** Comparing $e^{-b_is^2}=e^{-b_iq^2/16\pi^2}$ with (3) gives $p=4\pi^2/b_i$, so each term is a normalized Gaussian density holding $a_i$ electrons. The constant transforms into $c\,\delta(\mathbf r)$, a point charge on the nucleus: 0.35 electrons in CM and 0.04 in WK. Neither set gives a usable density close to the nucleus.

**Take care at small $s$ if a potential is needed.** By Poisson's equation the transform of the atom's electrostatic potential is proportional to $(Z-f)/q^2$. The true numerator vanishes as $q^2$, but both fits leave about 0.001 electrons at $s=0$, and the quotient diverges. The relative error of $Z-F$ is about 3 % at 0.02 Å⁻¹ and 0.1 to 0.2 % at 0.05 and 0.1 Å⁻¹. For this use, refit with the constraint $\sum_ia_i+c=Z$. This removes the divergence; for neon the limit of $(Z-F)/s^2$ then remains about 0.4 to 0.5 % low.

The sizes of the errors quoted here are those of neon. The tail argument holds for any atom with a point nucleus in this non-relativistic description; the fitted constants, and the error at a given $s$, must be found for each element.
